# Exchange-Striction Polarization of an Up-Up-Down-Down Ising Chain: verification in Python

```python
# RESULT UNDER TEST
# An up-up-down-down Ising chain with alternating charges has the
# exchange-striction polarization P = q*g*sigma/(2*a*A*K).
# A one-site shift of the spins reverses P; a two-site shift preserves it.
#
# q: charge on even sites (odd sites have -q); g: dJ/d(bond length)
# K: bond stiffness; a: site spacing; A: cross-section per chain
# sigma: mean of (-1)^n s_n s_(n+1), with s_n = +1 or -1
# J0, J2: first- and second-neighbour exchange, positive = antiparallel
# Working units: eV, nm, elementary charge, V/nm, K.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import logsumexp

q, a, area = 1.0, 0.26, 0.24
J0, J2, g, K = 1.0e-3, 1.5e-3, -0.040, 500.0
field = 0.01
ion_mass_u = 57.0
volume = 2 * a * area
kB = const.k / const.e
eps0 = const.epsilon_0 * 1e-9 / const.e
to_uC_cm2 = const.e / 1e-18 * 100
to_MV_cm = 10.0


def relax(spins, electric=0.0, first=J0, second=J2):
    """Minimize over all ion displacements and the uniform strain."""
    n = spins.shape[-1]
    charges = q * (-1.0) ** np.arange(n)
    stretch = np.zeros((n, n + 1))
    for i in range(n):
        stretch[i, i] -= 1
        stretch[i, (i + 1) % n] += 1
    stretch[:, n] = 1
    bonds = spins * np.roll(spins, -1, axis=-1)
    force = -g * bonds @ stretch + electric * np.append(charges, 0)
    inverse = np.linalg.pinv(K * stretch.T @ stretch, rcond=1e-10)
    x = force @ inverse
    delta = x @ stretch.T
    dipole = x[..., :n] @ charges
    energy = np.sum((first + g * delta) * bonds + K * delta**2 / 2, axis=-1)
    energy += second * np.sum(spins * np.roll(spins, -2, axis=-1), axis=-1)
    return energy - electric * dipole, dipole, x, delta


# Polarization of the four shifted patterns, from relaxed coordinates.
N = 12
uudd = np.tile([1.0, 1.0, -1.0, -1.0], N // 4)
shifts = np.array([np.roll(uudd, j) for j in range(4)])
energies, dipoles, coordinates, stretches = relax(shifts)
cell_dipoles = dipoles / (N / 2)
polarizations = cell_dipoles / volume * to_uC_cm2
sigma = np.mean((-1.0) ** np.arange(N) * uudd * np.roll(uudd, -1))
p_formula = q * g * sigma / K
assert np.isclose(cell_dipoles[0], p_formula, rtol=1e-9)
assert np.isclose(cell_dipoles[1], -cell_dipoles[0], rtol=1e-9)
assert np.isclose(cell_dipoles[2], cell_dipoles[0], rtol=1e-9)
assert np.isclose(cell_dipoles[3], -cell_dipoles[0], rtol=1e-9)
assert np.array_equal(shifts[2], -shifts[0])
assert np.ptp(energies) < 1e-12
assert abs(coordinates[0, -1]) < 1e-12

# The shift rule also holds for arbitrary spin patterns.
rng = np.random.default_rng(4)
random_spins = rng.choice([-1.0, 1.0], size=(20, N))
d0 = relax(random_spins)[1]
assert np.max(abs(d0)) > 1e-5
assert np.allclose(relax(np.roll(random_spins, 1, axis=1))[1], -d0, atol=1e-12)
assert np.allclose(relax(np.roll(random_spins, 2, axis=1))[1], d0, atol=1e-12)

# Two choices of unit cell: different absolute dipoles, equal changes.
u = coordinates[0, :N]
dipole_right = q * u[0] - q * (a + u[1])
dipole_left = -q * (a + u[1]) + q * (2 * a + u[2])
assert np.isclose(dipole_right + q * a, dipole_left - q * a, atol=1e-12)
assert np.isclose(dipole_left - dipole_right, 2 * q * a, atol=1e-12)
quantum = (dipole_left - dipole_right) / volume * to_uC_cm2

# Enumerate every spin pattern and find the ground states.
numbers = np.arange(2**N)[:, None]
all_spins = 2.0 * ((numbers >> np.arange(N)) & 1) - 1
all_energies = relax(all_spins)[0]
ground = all_spins[all_energies < all_energies.min() + 1e-10]
assert {tuple(x) for x in ground} == {tuple(x) for x in shifts}
weak = relax(all_spins, second=0.4 * J0)[0]
assert weak.min() < relax(uudd, second=0.4 * J0)[0] - 1e-6

# Linear response and energy bias in an electric field.
field_energies, field_dipoles, _, _ = relax(shifts, field)
induced = q**2 * field / (2 * K)
assert np.allclose(field_dipoles / (N / 2), cell_dipoles + induced, atol=1e-12)
bias = (field_energies[0] - field_energies[1]) / (N / 2)
assert np.isclose(bias, -2 * p_formula * field, rtol=1e-6)
assert abs(field_energies[0] - field_energies[2]) < 1e-12

# Cost of a spin flip and energies of the two kinds of wall.
flipped = uudd.copy()
flipped[3] *= -1
flip_cost = relax(flipped)[0] - energies[0]
assert np.isclose(flip_cost, 4 * J2, rtol=1e-8)


def blocks(lengths):
    return np.concatenate([np.full(m, (-1.0) ** i)
                           for i, m in enumerate(lengths)])


perfect_per_site = energies[0] / N
wall_a = blocks([2, 2, 1, 2, 2, 1])
wall_b = blocks([2, 2, 2, 1, 2, 1])
wall_3 = blocks([2, 3, 2, 3])
short_wall = (relax(wall_a)[0] - len(wall_a) * perfect_per_site) / 2
long_wall = (relax(wall_3)[0] - len(wall_3) * perfect_per_site) / 2
assert np.isclose(short_wall, 2 * J2 - J0, rtol=1e-8)
assert np.isclose(long_wall, 2 * J2 + J0, rtol=1e-8)
assert np.count_nonzero(wall_a != wall_b) == 1
assert abs(relax(wall_a)[0] - relax(wall_b)[0]) < 1e-12
wall_bias = abs(relax(wall_a, field)[0] - relax(wall_b, field)[0])
assert np.isclose(wall_bias, 2 * abs(p_formula) * field, rtol=1e-6)


# Thermal transfer matrix for two successive bonds.
def thermal_matrix(kT, h):
    pairs = [(1, 1), (1, -1), (-1, 1), (-1, -1)]
    result = np.eye(4)
    for sign in (1, -1):
        step = np.zeros((4, 4))
        for i, (s, t) in enumerate(pairs):
            for j, (left, r) in enumerate(pairs):
                if left == t:
                    e = J0 * s * t + J2 * s * r - h * sign * s * t
                    step[i, j] = np.exp(-e / kT)
        result = result @ step
    return result


# Check that matrix against all relaxed spin patterns in a strong test field.
test_field, test_kT = 20.0, 2e-3
test_h = q * g * test_field / (2 * K)
elastic_constant = -N * (g**2 + (q * test_field / 2) ** 2) / (2 * K)
log_sum = logsumexp(-relax(all_spins, test_field)[0] / test_kT)
ring = np.trace(np.linalg.matrix_power(thermal_matrix(test_kT, test_h), N // 2))
assert np.isclose(log_sum, np.log(ring) - elastic_constant / test_kT, atol=1e-7)


def thermal_sigma(T, h):
    kT, dh = kB * T, abs(h) * 1e-3
    logs = [np.log(np.max(np.linalg.eigvals(thermal_matrix(kT, x)).real))
            for x in (h - dh, h + dh)]
    return kT * (logs[1] - logs[0]) / (4 * dh)


h_field = q * g * field / (2 * K)
thermal = {}
for T in (2.0, 5.0):
    beta = 1 / (kB * T)
    eps = np.exp(-beta * short_wall) + np.exp(-beta * long_wall)
    x = np.sinh(2 * beta * h_field)
    approximate = x / np.hypot(x, eps)
    exact_sigma = thermal_sigma(T, h_field)
    assert np.isclose(exact_sigma, approximate, rtol=0.03)
    thermal[T] = (exact_sigma, approximate, eps)

# Open electrodes: solve the field and lattice together.
chi = q**2 / (2 * K * volume * eps0)
open_field = 0.0
for _ in range(50):
    open_P = relax(uudd, open_field)[1] / (N / 2) / volume
    open_field = -open_P / eps0
closed_P = cell_dipoles[0] / volume
assert np.isclose(open_P, closed_P / (1 + chi), rtol=1e-8)
local_gain = 1 / (1 - chi / 3) - 1

# Replace linear exchange by J0*exp(-kappa*stretch).
kappa = -g / J0
bond_lengths = []
for b in (1, -1):
    bond_lengths.append(brentq(
        lambda d: K * d - b * kappa * J0 * np.exp(-kappa * d),
        -0.001, 0.001, xtol=1e-16))
nonlinear_w = (bond_lengths[0] - bond_lengths[1]) / 2
nonlinear_change = nonlinear_w / (abs(g) / K) - 1
assert abs(nonlinear_change) < 1e-3

# Zero-point bond fluctuation from the normal modes of a ring.
M = 200
K_SI = K * const.e / 1e-18
mass = ion_mass_u * const.atomic_mass
identity = np.eye(M)
difference = np.roll(identity, 1, axis=1) - identity
values, modes = np.linalg.eigh(K_SI / mass * difference.T @ difference)
omega = np.sqrt(values[1:])
mode_stretch = difference @ modes[:, 1:]
variance = np.mean(np.sum(const.hbar / (2 * mass * omega) * mode_stretch**2, axis=1))
assert np.isclose(variance, 2 * const.hbar / (np.pi * np.sqrt(K_SI * mass)), rtol=1e-3)
zero_point = np.sqrt(variance) * 1e9
exchange_gain = np.exp(kappa**2 * zero_point**2 / 2) - 1
phonon = const.hbar * omega[-1] / const.e

print("INPUTS (round model values)")
print(f"charge magnitude q = {q:.1f} e")
print(f"site spacing a = {a:.2f} nm")
print(f"area per chain A = {area:.2f} nm^2")
print(f"first-neighbour exchange J0 = {J0*1e3:.1f} meV")
print(f"second-neighbour exchange J2 = {J2*1e3:.1f} meV")
print(f"exchange slope g = {g*1e3:.0f} meV/nm")
print(f"bond stiffness K = {K:.0f} eV/nm^2")
print(f"applied field = {field*to_MV_cm:.2f} MV/cm")
print(f"ion mass = {ion_mass_u:.0f} u")
print("POLARIZATION")
print(f"cell volume = {volume:.4f} nm^3")
print(f"parallel-bond stretch = {stretches[0,0]:.3e} nm")
print(f"antiparallel-bond stretch = {stretches[0,1]:.3e} nm")
print(f"cell dipole, unshifted = {cell_dipoles[0]:.3e} e nm")
for j in range(4):
    print(f"P after shift by {j} sites = {polarizations[j]:+.5f} uC/cm2")
print(f"P unshifted, converted = {polarizations[0]*1e4:.1f} uC/m2")
print(f"polarization quantum = {quantum:.2f} uC/cm2")
print(f"number of ground states on {N}-site ring = {len(ground)}")
print("FIELD AND WALLS")
print(f"field-induced P = {induced/volume*to_uC_cm2:.5f} uC/cm2")
print(f"energy difference of polar states = {bias*1e6:.3f} ueV per cell")
print(f"single-flip cost = {flip_cost*1e3:.3f} meV")
print(f"single-spin-block wall energy = {short_wall*1e3:.3f} meV")
print(f"three-spin-block wall energy = {long_wall*1e3:.3f} meV")
print(f"field energy for one wall move = {wall_bias*1e6:.3f} ueV")
for T, (s_exact, s_approx, eps) in thermal.items():
    print(f"thermal energy at {T:.0f} K = {kB*T*1e3:.4f} meV")
    print(f"wall factor epsilon at {T:.0f} K = {eps:.3e}")
    print(f"sigma in field at {T:.0f} K, transfer matrix = {s_exact:.5f}")
    print(f"sigma in field at {T:.0f} K, low-T formula = {s_approx:.5f}")
print("SIZE OF NEGLECTED EFFECTS")
print(f"ionic susceptibility = {chi:.4f}")
print(f"open-electrode P = {open_P*to_uC_cm2:.5f} uC/cm2")
print(f"open-electrode field = {open_field*to_MV_cm:.4f} MV/cm")
print(f"rough Lorentz local-field gain = {local_gain*100:.2f} %")
print(f"nonlinear-exchange change of P = {nonlinear_change*100:.5f} %")
print(f"zero-point rms bond stretch = {zero_point:.5f} nm")
print(f"zero-point gain of exchange slope = {exchange_gain*100:.2f} %")
print(f"highest phonon energy = {phonon*1e3:.2f} meV")
print(f"field energy across one bond = {q*field*a*1e3:.2f} meV")
print("every check passed")
```

Output:

```
INPUTS (round model values)
charge magnitude q = 1.0 e
site spacing a = 0.26 nm
area per chain A = 0.24 nm^2
first-neighbour exchange J0 = 1.0 meV
second-neighbour exchange J2 = 1.5 meV
exchange slope g = -40 meV/nm
bond stiffness K = 500 eV/nm^2
applied field = 0.10 MV/cm
ion mass = 57 u
POLARIZATION
cell volume = 0.1248 nm^3
parallel-bond stretch = 8.000e-05 nm
antiparallel-bond stretch = -8.000e-05 nm
cell dipole, unshifted = -8.000e-05 e nm
P after shift by 0 sites = -0.01027 uC/cm2
P after shift by 1 sites = +0.01027 uC/cm2
P after shift by 2 sites = -0.01027 uC/cm2
P after shift by 3 sites = +0.01027 uC/cm2
P unshifted, converted = -102.7 uC/m2
polarization quantum = 66.76 uC/cm2
number of ground states on 12-site ring = 4
FIELD AND WALLS
field-induced P = 0.00128 uC/cm2
energy difference of polar states = 1.600 ueV per cell
single-flip cost = 6.000 meV
single-spin-block wall energy = 2.000 meV
three-spin-block wall energy = 4.000 meV
field energy for one wall move = 1.600 ueV
thermal energy at 2 K = 0.1723 meV
wall factor epsilon at 2 K = 9.125e-06
sigma in field at 2 K, transfer matrix = -1.00000
sigma in field at 2 K, low-T formula = -1.00000
thermal energy at 5 K = 0.4309 meV
wall factor epsilon at 5 K = 9.733e-03
sigma in field at 5 K, transfer matrix = -0.18738
sigma in field at 5 K, low-T formula = -0.18738
SIZE OF NEGLECTED EFFECTS
ionic susceptibility = 0.1450
open-electrode P = -0.00897 uC/cm2
open-electrode field = 0.1013 MV/cm
rough Lorentz local-field gain = 5.08 %
nonlinear-exchange change of P = 0.00154 %
zero-point rms bond stretch = 0.00494 nm
zero-point gain of exchange slope = 1.97 %
highest phonon energy = 38.30 meV
field energy across one bond = 2.60 meV
every check passed
```
